# Orientation-Averaged Scattering by a Donor-Acceptor Ion Pair

**Q.** A compensated semiconductor contains positive donor ions and negative acceptor ions. When one of each sits close together, how strongly does the pair scatter an electron, compared with a single ion? I would have said twice as strongly, since there are two charged centres.

**A.** Averaged over the directions of the pair's axis, twice is right when the centres are far apart on the scale of $1/q$, where $\hbar\mathbf q$ is the momentum transferred. For closer centres, interference between the two scattered waves survives the average. Let me fix the model first. The electron has an isotropic parabolic band of mass $m$, the ions are static, and scattering is elastic from $\mathbf k$ to $\mathbf k'=\mathbf k+\mathbf q$. In first Born approximation both states are plane waves, $\Omega^{-1/2}e^{i\mathbf k\cdot\mathbf r}$ in a volume $\Omega$, so the matrix element is

$$\langle\mathbf k'|V|\mathbf k\rangle=\frac1\Omega\int e^{-i\mathbf q\cdot\mathbf r}V(\mathbf r)\,d^3r\equiv\frac{V(\mathbf q)}{\Omega}.$$

The golden rule gives the rate

$$W_{\mathbf k\to\mathbf k'}=\frac{2\pi}{\hbar}\frac{|V(\mathbf q)|^2}{\Omega^2}\,\delta(E_{\mathbf k'}-E_{\mathbf k}).$$

By "intensity" I mean $|V(\mathbf q)|^2$. Everything else in the rate is the same for a pair and for one ion.

**Q.** The ions are screened by the free electrons. What is the transform for one ion?

**A.** Let $\phi$ be the potential of a donor of charge $+e$, and $\varepsilon$ the permittivity of the crystal. Nondegenerate electrons of mean density $n$ respond as $n\,e^{e\phi/k_BT}$. To first order in $\phi$ their density rises by $ne\phi/k_BT$, which is a charge density $-ne^2\phi/k_BT$. Poisson's equation becomes

$$\nabla^2\phi-\kappa^2\phi=-\frac e\varepsilon\,\delta(\mathbf r),\qquad \kappa^2=\frac{ne^2}{\varepsilon k_BT}.$$

Under the transform $\nabla^2\to-q^2$, so $\phi(q)=e/[\varepsilon(q^2+\kappa^2)]$. The electron's energy is $-e\phi$, hence

$$v(q)=-\frac{e^2}{\varepsilon(q^2+\kappa^2)}$$

for a donor and $-v(q)$ for an acceptor. The screening length is $\lambda=1/\kappa$.

**Q.** When the ions are closer than $\lambda$, their screening clouds overlap. May you still add the two potentials?

**A.** Yes, within this model, because the screening equation is linear. Put the donor at $+\mathbf R/2$ and the acceptor at $-\mathbf R/2$. Moving a potential by $\mathbf s$ multiplies its transform by $e^{-i\mathbf q\cdot\mathbf s}$, as the substitution $\mathbf r=\mathbf r'+\mathbf s$ shows. Therefore

$$V_{\rm pair}(\mathbf q)=v(q)\left[e^{-i\mathbf q\cdot\mathbf R/2}-e^{+i\mathbf q\cdot\mathbf R/2}\right]=-2i\,v(q)\sin\frac{\mathbf q\cdot\mathbf R}{2}.$$

With $2\sin^2(x/2)=1-\cos x$, the intensity is

$$|V_{\rm pair}|^2=4|v|^2\sin^2\frac{\mathbf q\cdot\mathbf R}{2}=2|v|^2\left[1-\cos(\mathbf q\cdot\mathbf R)\right].$$

**Q.** That depends on the direction of the axis. How do you average it?

**A.** Hold $\mathbf q$ fixed and let $\mathbf R$ take all directions with equal weight. If $\theta$ is the angle between them and $u=\cos\theta$, the solid angle is $2\pi\,du$ out of $4\pi$, so $u$ is uniform on $[-1,1]$:

$$\langle\cos(\mathbf q\cdot\mathbf R)\rangle=\frac12\int_{-1}^{1}\cos(qRu)\,du=\frac12\left[\frac{\sin(qRu)}{qR}\right]_{-1}^{1}=\frac{\sin(qR)}{qR}.$$

The result is

$$\boxed{\;\langle|V_{\rm pair}|^2\rangle=F(qR)\,|v(q)|^2,\qquad F(y)=2\left[1-\frac{\sin y}{y}\right]\;}$$

A direct test takes $R=3.0$ nm and $\lambda=15.12$ nm, integrates the two-centre potential numerically in real space, and averages the squared transform over directions. At $qR=0.60$, $1.50$ and $2.70$ its ratio to the one-ion intensity is $0.11786$, $0.67001$ and $1.68342$, in agreement with $F$ to all these digits.

**Q.** Why average the intensity? The mean amplitude is zero, because $\sin(\mathbf q\cdot\mathbf R/2)$ is odd in $\mathbf R$.

**A.** Each pair in the crystal has a definite axis and scatters with its own nonzero amplitude $A_j$. For pairs centred at $\mathbf r_j$ the total intensity is

$$\Big|\sum_jA_je^{-i\mathbf q\cdot\mathbf r_j}\Big|^2=\sum_j|A_j|^2+\sum_{j\ne l}A_jA_l^*e^{-i\mathbf q\cdot(\mathbf r_j-\mathbf r_l)}.$$

If the centres are independent and uniformly distributed, the mean phase factor vanishes for $\mathbf q\neq0$ (in a periodic volume, for each allowed $\mathbf q$), and the second sum averages to zero. The first sum remains, and it contains mean intensities. The same argument removes interference between pairs and randomly placed lone ions.

An explicit sum over 20,000 random arrangements of 40 pairs, at $qR=1.508$, gives $0.667$ per pair against $F=0.676$. The summed intensity of many random waves scatters about its mean by roughly the mean itself, so the expected relative error is $1/\sqrt{20000}\approx0.7\%$. The difference is about two such errors.

**Q.** Does $F$ behave sensibly at the two ends?

**A.** For small $y$, $\sin y/y=1-y^2/6+y^4/120-\dots$, so

$$F(y)=\frac{y^2}{3}-\frac{y^4}{60}+\dots$$

A long wave sees a neutral object, and what remains is its dipole. As $R\to0$ the charges cancel and the scattering vanishes. For large $y$ the oscillating term dies as $1/y$ and $F\to2$, your two independent ions.

In between, $F$ can exceed 2, since $\sin y$ is negative for $\pi<y<2\pi$. Stationary points obey

$$\frac{d}{dy}\frac{\sin y}{y}=\frac{y\cos y-\sin y}{y^2}=0\quad\Rightarrow\quad\tan y=y.$$

There $\sin y/y=\cos y=\pm1/\sqrt{1+y^2}$, whose size falls with $y$. The first positive root lies between $\pi$ and $3\pi/2$, where the cosine is negative, so it gives the largest $F$: $2.4345$ at $y=4.4934$. For two ions of like charge the bracket in $V_{\rm pair}$ has a plus sign, and the factor becomes $2[1+\sin y/y]$, which tends to $4$ for small $y$, as a doubled charge must.

**Q.** Real donors and acceptors differ in their cores, and a lattice permits only certain pair directions. What survives?

**A.** Let the transforms be $v_D$ and $-v_A$, both real and spherically symmetric. The same steps give

$$\langle|V_{\rm pair}|^2\rangle=v_D^2+v_A^2-2v_Dv_A\frac{\sin(qR)}{qR}.$$

For $qR\to0$ this leaves $(v_D-v_A)^2$. A difference between the cores therefore spoils the complete cancellation, and the simple factor, which tends to zero, fails for sufficiently close pairs.

As for directions, suppose the allowed axes form a set with cubic symmetry, equally populated. Then the average of $R_iR_j$ is $R^2\delta_{ij}/3$, and the leading term is still

$$\langle(\mathbf q\cdot\mathbf R)^2\rangle=\frac{q^2R^2}{3}.$$

The lattice can enter from fourth order in $qR$. If all axes are aligned, the averaged formula doesn't apply: for $\mathbf q\perp\mathbf R$ the path difference vanishes, and the intensity is $(v_D-v_A)^2$ at any separation, which is zero when the two transforms are equal apart from sign.

**Q.** Mobility is a single number, but $F$ depends on $q$. Which $q$ do you insert?

**A.** None; $F$ belongs inside the integral over scattering angle. The Born amplitude has modulus $m|V(\mathbf q)|/(2\pi\hbar^2)$. With the effective Bohr radius $a=4\pi\varepsilon\hbar^2/(me^2)$, one ion has

$$\frac{d\sigma}{d\Omega}=\left[\frac{me^2}{2\pi\hbar^2\varepsilon}\,\frac1{q^2+\kappa^2}\right]^2=\frac{4}{a^2(q^2+\kappa^2)^2}.$$

Deflection through an angle $\vartheta$ removes the fraction $1-\cos\vartheta$ of the forward momentum. Elastic scattering has $q^2=2k^2(1-\cos\vartheta)$, so $\sin\vartheta\,d\vartheta=q\,dq/k^2$, and the transport cross section of the pair is

$$\sigma_{\rm pair}=2\pi\int_0^{2k}\frac{q\,dq}{k^2}\,\frac{q^2}{2k^2}\,\frac{4F(qR)}{a^2(q^2+\kappa^2)^2}=\frac{4\pi}{a^2k^4}\int_0^{2k}\frac{q^3F(qR)}{(q^2+\kappa^2)^2}\,dq.$$

For one ion put $F=1$. With $t=q^2$ and $b=4k^2\lambda^2$,

$$\int_0^{2k}\frac{q^3dq}{(q^2+\kappa^2)^2}=\frac12\left[\ln(t+\kappa^2)+\frac{\kappa^2}{t+\kappa^2}\right]_0^{4k^2}=\frac12\left[\ln(1+b)-\frac b{1+b}\right],$$

which gives the Brooks-Herring form

$$\sigma_{\rm ion}=\frac{2\pi}{a^2k^4}\left[\ln(1+b)-\frac b{1+b}\right].$$

**Q.** Without screening, $\sigma_{\rm ion}$ diverges. Does the pair share that fault?

**A.** No. Near $q=0$ the factor supplies $q^2R^2/3$, so the integral converges at $\kappa=0$. When also $2kR\ll1$,

$$\sigma_{\rm pair}\approx\frac{4\pi}{a^2k^4}\,\frac{R^2}{3}\int_0^{2k}q\,dq=\frac{4\pi}{a^2k^4}\,\frac{R^2}{3}\,2k^2=\frac{8\pi R^2}{3a^2k^2}.$$

The pair section falls as $1/k^2$ here, while the ion section falls as $1/k^4$ apart from its logarithm. Pairing is thus most effective at hiding the charges from slow electrons.

**Q.** Give me numbers, with the arithmetic.

**A.** Take rough values in the regime of compensated n-type germanium at 300 K: relative permittivity 16 and mass $0.12\,m_e$. Let there be $10^{17}$ cm$^{-3}$ lone donors, $10^{17}$ cm$^{-3}$ pairs with $R=3.0$ nm, and $10^{17}$ cm$^{-3}$ electrons. The pairs are neutral, so the electrons balance the lone donors. Then $a=7.056$ nm and $\lambda=15.12$ nm.

At energy $3k_BT$ the wave number is $k=0.4942$ nm$^{-1}$. So $b=(2\times0.4942\times15.12)^2\approx223$, the bracket is $5.413-0.996\approx4.42$, and

$$\sigma_{\rm ion}\approx\frac{2\pi}{(7.056)^2(0.4942)^4}\times4.42\approx9.3\ \text{nm}^2.$$

The pair integral, done numerically, gives $4.76$ nm$^2$. The pair scatters about half as much as one ion, and a quarter as much as two independent ions.

At $k_BT$, $k=0.2853$ nm$^{-1}$ and the sections are $63.52$ and $15.45$ nm$^2$, a ratio of $0.24$. The unscreened dipole formula would give

$$\frac{8\pi}{3}\left(\frac{3.0}{7.056\times0.2853}\right)^2\approx18.6\ \text{nm}^2,$$

about 20% above the full Born value. Part of the excess comes from the dipole expansion, since $qR$ reaches $1.71$ at this energy, and a somewhat larger part from the neglected screening. The formula is only a rough guide here.

**Q.** How do the sections become a mobility?

**A.** Independent scatterers add their rates. With speed $v_k=\hbar k/m$, lone-donor density $N_1$ and pair density $N_p$,

$$\frac1{\tau(E)}=v_k\left[N_1\sigma_{\rm ion}+N_p\sigma_{\rm pair}\right].$$

In a weak field the relaxation-time solution of the Boltzmann equation gives the conductivity $(e^2/3)\int\tau v_k^2(-f_0')g\,dE$, with density of states $g\propto E^{1/2}$ and $v_k^2=2E/m$. Integration by parts of $n=\int f_0g\,dE$, using $\int_0^E g\,dE'=\tfrac23Eg$, gives $n=\tfrac23\int E(-f_0')g\,dE$. Dividing the conductivity by $ne$, and using $f_0\propto e^{-E/k_BT}$,

$$\mu=\frac em\,\frac{\int_0^\infty\tau\,E^{3/2}e^{-E/k_BT}dE}{\int_0^\infty E^{3/2}e^{-E/k_BT}dE}.$$

With ion scattering alone, the example gives $18\,300$ cm$^2$/Vs. If the same ions are all placed independently, there are $3\times10^{17}$ cm$^{-3}$ single scatterers and $\mu=9330$ cm$^2$/Vs. Electron density and screening length are held fixed in this comparison, and the gain is a factor $1.96$.

A single energy nearly reproduces it. For lone ions $\tau\propto E^{3/2}$ apart from the logarithm, so the integrand varies roughly as $E^3e^{-E/k_BT}$, which peaks at $3k_BT$; the logarithm moves the true peak somewhat lower. At $3k_BT$ the ratio of rates is

$$\frac{3\times9.344}{9.344+4.759}\approx1.99.$$

**Q.** You chose $R$. How much hangs on it?

**A.** A good deal. With all densities and the screening held fixed, the ion-limited mobility is $25\,900$, $21\,900$, $18\,300$ and $13\,100$ cm$^2$/Vs for $R=1$, 2, 3 and 6 nm. If the pairs did not scatter at all it would be $28\,000$ cm$^2$/Vs. For a spread of separations, average $\sigma_{\rm pair}$ over that spread before inverting the rate to get $\tau$; averaging $F$ inside the angular integral gives the same result, because the integral is linear in $F$. The picture of distinct pairs also needs $R$ well below the distance to the nearest other ion. The spacing $N_p^{-1/3}$ is $21.5$ nm, but for randomly placed pairs the mean distance to the nearest other pair is only $0.554\,N_p^{-1/3}\approx11.9$ nm, and the lone donors leave still less room. The value for $R=6$ nm therefore stretches the picture.

**Q.** Born theory cannot tell an attractive ion from a repulsive one. If the true amplitudes differ, surely your cancellation suffers?

**A.** It does, but the averaged pair has a protection that a lone ion lacks. Multiply the potential by a strength $s$. Beyond Born, the intensity is a series $s^2I_2+s^3I_3+s^4I_4+\dots$, where $I_3$ comes from interference between first and second order. Changing $s$ to $-s$ exchanges donor and acceptor, which is the same as $\mathbf R\to-\mathbf R$. The average contains both directions equally, so it is even in $s$: $I_3$ and every other odd term of the series vanish. The first correction is of relative order $s^2$, not $s$.

To size it, the Schrödinger equation for the screened two-centre potential was solved numerically with coupled partial waves, without the Born approximation. At 5% of the true strength and energy $3k_BT$, its transport section is $0.9993$ of the formula's, the shortfall being within the numerical error of the calculation. That tests $F$ inside the angular integral. At full strength, the section relative to Born is:

| Scatterer | $k_BT$ | $3k_BT$ |
|---|---|---|
| pair | 1.049 | 1.005 |
| lone donor | 1.045 | 1.022 |
| lone acceptor | 0.774 | 0.907 |

Reversing the pair at $3k_BT$ leaves its section unchanged to the seven decimals printed. The acceptor has the largest error in the table. For a weak lone ion the same calculation gives $0.998$ of the Born section, because the partial waves stop at $l=20$. The third decimal of the table is therefore uncertain: converged values lie about $0.002$ higher for the lone ions at $3k_BT$ and less than $0.001$ higher for the pair.

**Q.** Then the gain from pairing must change too.

**A.** Yes, because the unpaired reference contains acceptors. At $3k_BT$ the corrected rates are in the ratio

$$\frac{9.344\,(2\times1.022+0.907)}{9.344\times1.022+4.759\times1.005}\approx1.92,$$

about 3% below the Born ratio of $1.99$. At $k_BT$ the same sum gives $2.20$ instead of $2.41$, about 9% lower. For these parameters Born theory somewhat overstates the benefit of pairing at both energies.

**Q.** Would a germanium sample at room temperature really show its mobility doubled?

**A.** Not on these numbers. The ion-limited values for independent ions and for pairs are about 2.3 and 4.6 times the lattice mobility, roughly $4000$ cm$^2$/Vs, which the model has so far left out. Adding acoustic scattering of that strength, with $\tau\propto E^{-1/2}$, to the rate at each energy gives $2130$ cm$^2$/Vs for independent ions and $2710$ cm$^2$/Vs for pairs. The gain drops from $1.96$ to $1.27$. Complete pairing at a single distance of 3 nm is also an assumption; a real sample would have a distribution of distances and some unpaired acceptors.

The valley mass of germanium is strongly anisotropic. With rough masses of $1.60$ and $0.082\,m_e$, I estimated the pair-to-ion ratio of relaxation rates at $3k_BT$ for a displaced electron distribution in one valley. It is $0.51$ for current along a light axis, the same as in the isotropic model, but $0.81$ along the heavy axis. Pairing therefore helps less along the heavy axis. Averaged over energy and over the valley axes, the same estimate lowers the ion-limited mobilities to about $8300$ and $15\,700$ cm$^2$/Vs and the gain from $1.96$ to about $1.90$. Degeneracy is a minor matter: the electron density is about 1% of the effective density of states of the band.

**Q.** And the screening itself?

**A.** That is a weak point. A sphere of radius $\lambda$ holds only

$$\frac{4\pi}{3}n\lambda^3=\frac{4\pi}{3}\times10^{-4}\ \text{nm}^{-3}\times(15.12\ \text{nm})^3\approx1.4$$

electrons, too few for a smooth mean-field cloud to be taken literally. To see what is at stake, double $\lambda$ at $3k_BT$. Then $b$ grows fourfold, the Brooks-Herring bracket rises from $4.42$ to about $5.80$, and the lone-ion section grows by some 31%. The factor $F$ itself does not contain $\lambda$: within Born theory it needs potentials that add, transforms that are equal apart from sign, and pair axes spread evenly over all directions. The first condition rests on the linear screening equation, which is doubtful close to an ion: at 3 nm from a lone donor, $e\phi$ is already about $0.95\,k_BT$. The mobilities do contain $\lambda$, and they carry this uncertainty along with the Born error. The numerical output below lists the main values used here.

## Table of computed values

```
temperature = 300 K, kT = 25.85 meV
relative permittivity = 16.0, mass = 0.12 m_e
pair separation R = 3.0 nm
electron density = 1.0e+17 cm^-3
lone donor density = 1.0e+17 cm^-3
pair density = 1.0e+17 cm^-3
effective Bohr radius = 7.056 nm
screening length = 15.12 nm
k at kT = 0.2853 1/nm, at 3kT = 0.4942 1/nm
largest qR at kT = 1.712, at 3kT = 2.965
q = 0.2 1/nm: qR = 0.60, transform 0.11786, formula 0.11786
q = 0.5 1/nm: qR = 1.50, transform 0.67001, formula 0.67001
q = 0.9 1/nm: qR = 2.70, transform 1.68342, formula 1.68342
like charges, q = 0.5 1/nm: transform 3.32999
random pairs, qR = 1.508: sum 0.667, formula 0.676
maximum factor = 2.4345 at qR = 4.4934
Born section at kT: ion 63.52, pair 15.45 nm^2
Born section at 3kT: ion 9.344, pair 4.759 nm^2
Born pair/ion ratio: kT 0.2432, 3kT 0.5093
weak pair (0.05 strength), full/Born = 0.99931
weak ion, mean of both signs, full/Born = 0.99781
pair full/Born: kT 1.0494, 3kT 1.0052
pair reversed/original at 3kT = 1.0000000
donor full/Born: kT 1.0452, 3kT 1.0220
acceptor full/Born: kT 0.7741, 3kT 0.9072
1/(ka): kT 0.497, 3kT 0.287
ion-limited mobility, ions apart = 9334 cm^2/Vs
ion-limited mobility, pairs intact = 18273 cm^2/Vs
ion-limited mobility, lone donors only = 28002 cm^2/Vs
gain from pairing = 1.958 times
R = 1 nm: ion-limited mobility = 25940 cm^2/Vs
R = 2 nm: ion-limited mobility = 21867 cm^2/Vs
R = 6 nm: ion-limited mobility = 13131 cm^2/Vs
rough lattice mobility (input) = 4000 cm^2/Vs
with lattice, ions apart = 2125 cm^2/Vs
with lattice, pairs intact = 2705 cm^2/Vs
gain with lattice = 1.273 times
valley masses (rough): 1.60 and 0.082 m_e
sampled pair/ion ratio at 3kT, isotropic = 0.508
same, valley: transverse 0.506, longitudinal 0.808
electron density / band density = 0.0096
mean distance between pairs = 21.5 nm
```
